\section*{Harmonic Face Coefficients in the Periodic Cell Problem for Effective Diffusivity}

\section{The decision}

A multilayer contains a thin, slow diffusion barrier, and its effective diffusivity is to be computed on a grid that gives the barrier one cell. The code must assign a diffusivity to the face between a fast and a slow cell. Suppose the slow layer has $1/1000$ of the fast diffusivity and fills $1/8$ of the period. With the arithmetic mean on eight cells, the computed diffusivity across the layers is $0.80$ of the fast value. The correct figure is $0.0079$. The barrier has vanished from the calculation, although the solver reports nothing wrong. The harmonic mean gives the correct figure on the same grid.

\section{The problem being solved}

Let $D(y)$ be positive, piecewise constant and periodic with cell $Y$. Concentration and normal flux are continuous at interfaces, so there is no segregation. Write the ratio of the period to the length of the diffusion profile as $\varepsilon\ll1$, and let $y=x/\varepsilon$. Then $\nabla=\nabla_x+\varepsilon^{-1}\nabla_y$. Insert $c=c_0+\varepsilon c_1+\varepsilon^2c_2+\dots$, each term periodic in $y$, into $\partial_tc=\nabla\cdot(D\nabla c)$.

At order $\varepsilon^{-2}$, $\nabla_y\cdot(D\nabla_yc_0)=0$. Multiplying by $c_0$ and integrating by parts over $Y$ gives $\int D|\nabla_yc_0|^2=0$, so $c_0$ does not depend on $y$. At order $\varepsilon^{-1}$,
\begin{equation}
\nabla_y\cdot[D(\nabla_xc_0+\nabla_yc_1)]=0 .
\end{equation}
This is linear in $\nabla_xc_0$. Up to a function of $x$ alone, $c_1=\sum_k\chi_k\,\partial_kc_0$, where the periodic corrector for a unit vector $e$ obeys
\begin{equation}
\nabla\cdot[D(e+\nabla\chi)]=0 .
\label{cell}
\end{equation}
At order $\varepsilon^0$,
\begin{equation}
\partial_tc_0=\nabla_y\cdot[D(\nabla_xc_1+\nabla_yc_2)]+\nabla_x\cdot[D(\nabla_xc_0+\nabla_yc_1)] .
\end{equation}
Averaging over $Y$ removes the first term on the right by periodicity and leaves
\begin{equation}
\partial_tc_0=\nabla_x\cdot(D_{\rm eff}\nabla_xc_0),\qquad
D_{\rm eff}\,e=\langle D(e+\nabla\chi)\rangle .
\label{deff}
\end{equation}
The expansion presumes that each period equilibrates internally while the large profile evolves. For grains of size $d$ and interior diffusivity $D_g$ this is Harrison's type A regime, $\sqrt{D_gt}\gg d$. At shorter times a single $D_{\rm eff}$ need not describe the profile.

\section{Finite volumes}

Use a tensor grid with material interfaces on cell faces. Let $u=e\cdot y+w$ be the total potential, with $w_i$ the corrector at the centre of cell $i$. A face $f$ joins cell $i$ to its neighbour $j$ in the positive direction. It has area $A$ and centre distance $\ell=(h_i+h_j)/2$. Define
\begin{equation}
F_f=G_f(w_j-w_i+s_f),\qquad G_f=\frac{D_fA}{\ell},
\label{flux}
\end{equation}
where $s_f=\ell$ on faces normal to $e$ and $s_f=0$ on the others. $F$ points up the gradient, opposite to the diffusive flow, which makes $D_{\rm eff}$ positive without further signs.

Let $(Bw)_f=w_j-w_i$. Conservation in every cell is $B^TF=0$, or
\begin{equation}
Kw=-B^TGs,\qquad K=B^TGB .
\label{system}
\end{equation}
Since $B$ annihilates a constant vector, $w$ is fixed up to a constant and the right side sums to zero, so the system is consistent. Setting one $w_i=0$ removes the freedom.

Each face represents the volume $A\ell$ between two centres, with flux density $F/A$. The average in (\ref{deff}) therefore becomes
\begin{equation}
(D_{\rm eff})_{ab}=\frac1{|Y|}\sum_{f\perp a}F_f^{(b)}\ell_f ,
\label{avg}
\end{equation}
where $b$ is the direction of the imposed gradient.

\subsection{The face coefficient}

Let the flux density $q$ (with the sign of $F$) cross from centre $i$ to the face and on to centre $j$. In each half cell the potential is linear:
\begin{equation}
u_f-u_i=\frac{qh_i}{2D_i},\qquad u_j-u_f=\frac{qh_j}{2D_j}.
\end{equation}
Adding these eliminates the face value $u_f$. Comparison with $q=D_f(u_j-u_i)/\ell$ gives
\begin{equation}
\frac{\ell}{D_f}=\frac{h_i}{2D_i}+\frac{h_j}{2D_j}.
\label{harm}
\end{equation}
For equal widths, $D_f=2D_iD_j/(D_i+D_j)$. At high contrast this tends to twice the slow value, because the slow half cell carries nearly all the resistance. The arithmetic mean $(D_i+D_j)/2$ tends to half the fast value, so the large resistance of the slow half cell is lost.

\section{The laminate test}

\subsection{Flow across the layers}

In one dimension, with period $L$ and $A=1$, conservation gives every face the same $q$. The jump at a face is $w_j-w_i+\ell=q\ell/D_f$. Summed over a period, the $w$ differences cancel and the distances add to $L$. Equation (\ref{avg}) gives $D_{\rm eff}=q$, so
\begin{equation}
\frac1{D_{\rm eff}}=\frac1L\sum_f\frac{\ell_f}{D_f}.
\label{series}
\end{equation}
Insert (\ref{harm}). Each cell contributes $h_i/(2D_i)$ to each of its two faces, so the sum is $\sum_ih_i/D_i$ and
\begin{equation}
D_{\rm eff}=\langle1/D\rangle^{-1}.
\end{equation}
This is exact on every aligned grid, even or uneven.

Now use arithmetic coefficients on $N$ equal cells, with two layers of $n_1$ and $n_2$ cells. There are $n_1-1$ faces inside layer 1, $n_2-1$ inside layer 2, and two interfaces:
\begin{align}
\frac1{D_{\rm ar}}&=\frac1N\left[\frac{n_1-1}{D_1}+\frac{n_2-1}{D_2}+\frac4{D_1+D_2}\right]\nonumber\\
&=\left\langle\frac1D\right\rangle-\frac1N\left[\frac{D_1+D_2}{D_1D_2}-\frac4{D_1+D_2}\right]\nonumber\\
&=\left\langle\frac1D\right\rangle-\frac{(D_1-D_2)^2}{N\,D_1D_2(D_1+D_2)} .
\label{arith}
\end{align}
The last step uses $(D_1+D_2)^2-4D_1D_2=(D_1-D_2)^2$. The error falls as $1/N$, so the arithmetic scheme does converge. At high contrast, however, the lost resistance is close to $1/(ND_{\rm slow})$, that of one whole slow cell. If the contrast is high and a single slow layer of $n>1$ cells dominates the resistance,
\begin{equation}
\frac{D_{\rm ar}}{D_{\rm eff}}\approx\frac n{n-1}.
\label{ratio}
\end{equation}
An error of 1\% then needs about 100 cells in the barrier.

For the opening example, with the fast diffusivity as unit, $\langle1/D\rangle=0.125/0.001+0.875=125.875$ and $D_{\rm eff}=0.007944$. On eight cells the bracket in the first line of (\ref{arith}) is $6+0+3.996$, giving $D_{\rm ar}=0.8003$. Refinement at fixed geometry gives:

\begin{center}
\begin{tabular}{rrrr}
$N$ & slow cells & $D_{\rm ar}$ & $D_{\rm ar}/D_{\rm eff}$\\
8 & 1 & 0.8003 & 100.7\\
16 & 2 & 0.0157 & 1.98\\
64 & 8 & 0.0091 & 1.14\\
256 & 32 & 0.0082 & 1.03
\end{tabular}
\end{center}

\subsection{Flow along the layers}

Faces crossed by this flow join cells of the same material, so both rules give $D_f=D_i$. The choice $w=0$ conserves flux in every cell, and (\ref{avg}) gives $D_{\rm eff}=\langle D\rangle=0.8751$. A test of parallel flow alone cannot reveal the wrong face rule.

\subsection{A check without a grid}

The harmonic mean should also govern slow decay. Seek $c\propto e^{-\lambda t}$ with Bloch phase $kL$ per period. In layer $m$, of thickness $l_m$, $c''=-q_m^2c$ with $q_m=\sqrt{\lambda/D_m}$. The pair $(c,Dc')$ is carried across the layer by
\begin{equation}
\begin{pmatrix}\cos q_ml_m&\sin(q_ml_m)/(D_mq_m)\\-D_mq_m\sin q_ml_m&\cos q_ml_m\end{pmatrix}.
\end{equation}
The product for two layers has unit determinant and eigenvalues $e^{\pm ikL}$, so its trace is $2\cos kL$. With $a=q_1l_1$, $b=q_2l_2$ and $z=D_1q_1/(D_2q_2)=\sqrt{D_1/D_2}$,
\begin{equation}
\cos kL=\cos a\cos b-\tfrac12(z+1/z)\sin a\sin b .
\end{equation}
To lowest order, $k^2L^2=a^2+b^2+(z+1/z)ab$. Since $(z+1/z)/\sqrt{D_1D_2}=1/D_1+1/D_2$,
\begin{equation}
k^2L^2=\lambda(l_1+l_2)\left(\frac{l_1}{D_1}+\frac{l_2}{D_2}\right)=\lambda L^2\langle1/D\rangle .
\end{equation}
Thus $\lambda=k^2/\langle1/D\rangle$. Solving the full condition at $kL=0.02$ gives $\lambda/k^2=0.007944$, in agreement.

\section{Algorithm, cost and stability}

\begin{verbatim}
input: cell array D, widths h per axis, direction b
for each axis a, for each cell i:
    j    = next cell along a (periodic)
    dist = (h_i + h_j)/2
    Df   = dist / (h_i/(2 D_i) + h_j/(2 D_j))
    G    = Df * area / dist
    s    = dist if a == b, else 0
    add G to K_ii, K_jj; subtract G from K_ij, K_ji
    add G*s to r_i; subtract G*s from r_j
fix w_0 = 0: delete row 0 and column 0
solve K w = r
for each face: F = G*(w_j - w_i + s)
D_ab = sum(F*dist over faces normal to a)/volume
\end{verbatim}

Assembly and storage of $K$ grow in proportion to the number of cells, with at most $2m+1$ nonzeros per row in $m$ dimensions. The factors used by a direct solver need more storage. The same factorization of $K$ serves all directions $b$.

Stability follows from $w^TKw=\sum_fG_f(w_j-w_i)^2\ge0$. On a connected grid with all $G_f>0$ this vanishes only for constant $w$, so the reduced matrix is positive definite. There is no time step to restrict. Conservation also makes each $u_i$ a weighted average of neighbouring $u$ values with positive weights $G$, which excludes isolated spurious peaks. If some region has $D=0$, cells can disconnect and must be removed first.

On an even square or cubic grid, $K$ lies between the smallest and largest $G$ times the uniform-medium matrix. The ratio of its extreme nonzero eigenvalues is therefore at most the ratio of face coefficients times about $mM^2/\pi^2$, for $M$ cells per axis. High contrast can thus slow an unpreconditioned iterative solver. This bound is for $K$ itself; fixing one $w_i$ gives a reduced matrix whose eigenvalue ratio can be much larger.

Two identities are useful for debugging. Write $\Delta u=Bw+s$. Because $B^TF=0$,
\begin{equation}
\sum_fG_f(\Delta u_f)^2=w^TB^TF+s^TF=s^TF ,
\end{equation}
so the diagonal of $D_{\rm eff}$ equals the energy divided by $|Y|$. The same step with two directions gives $s^{(a)T}F^{(b)}=\Delta u^{(a)T}G\,\Delta u^{(b)}$, hence a symmetric tensor.

The energy is convex in $w$, and (\ref{system}) is its minimum condition. If every $G$ is raised, the energy of any trial $w$ cannot fall, so neither can the minimum. On an even grid the arithmetic mean is at least the harmonic mean at every face. The arithmetic scheme then never gives the smaller diagonal $D_{\rm eff}$, whatever the microstructure.

\section{Where harmonic averaging stops being exact}

\paragraph{Smooth coefficients.} For equal cells the two means differ by
\begin{equation}
\frac{D_i+D_j}2-\frac{2D_iD_j}{D_i+D_j}=\frac{(D_i-D_j)^2}{2(D_i+D_j)} .
\end{equation}
For smooth $D$ this is of order $h^2$, and arithmetic averaging is adequate on a resolved grid. With $D=\exp(\sin2\pi x)$ its observed order is 2.00 between 32 and 64 cells. At a jump the difference does not shrink. Only the share of faces affected does, which leaves first order for flat interfaces such as those of the laminate; corners can lower the order further.

\paragraph{Interfaces inside cells.} Give the same laminate nine cells and assign material by cell centre. The slow layer becomes $1/9$ thick instead of $1/8$, and the harmonic result is 12\% too high. Replacing the cut cell's value by its own harmonic average restores the exact result across the layers, since (\ref{series}) then contains the right total resistance. The same cell value spoils parallel flow, giving 0.779 instead of 0.875. The cut cell needs a harmonic value for normal flux and an arithmetic one for tangential flux. Moving a grid line onto the interface avoids the problem.

\paragraph{Corners.} Equation (\ref{harm}) assumes one-dimensional flow near the face. A two-dimensional checkerboard breaks this at its corners, and its exact answer is known by duality. Rotating the fields $D\nabla u$ and $\nabla u$ by $90^\circ$ exchanges the roles of divergence-free flux and curl-free gradient, and gives a solution for the medium $1/D$. For an isotropic $D_{\rm eff}$ this medium has effective value $1/D_{\rm eff}$. Multiplying by $D_1D_2$ exchanges the two materials, which merely shifts a checkerboard. Hence $D_1D_2/D_{\rm eff}=D_{\rm eff}$ and $D_{\rm eff}=\sqrt{D_1D_2}$.

For $D=1$ and $4$ the exact value is 2. With 64 cells per side the harmonic scheme gives 1.989 and the arithmetic one 2.032. Both converge slowly. The harmonic order over the last doubling is 1.17. The harmonic rule has the smaller error in this example, but with corners present it is no longer exact. The contrast here is mild, and convergence slows sharply as it rises. For $D=1$ and $1000$ the exact value is 31.6, yet 64 cells per side give 6.05 with the harmonic rule and 157 with the arithmetic one, and the harmonic order over a doubling is only about 0.05. Where fast regions touch only at corners and the contrast is high, neither rule is reliable on an even grid of such size.

\section{A polycrystal in type A}

Consider square columnar grains of period $d$, separated by fast boundaries of width $\delta$, with diffusion in the plane of the squares. The parameters are rough values in the regime of copper self-diffusion near 1100~K: $D_g=1\times10^{-14}$~m$^2$/s, $D_b=3\times10^{-10}$~m$^2$/s, $\delta=0.5$~nm, $d=5$~$\mu$m and an anneal of 100~h. The grid has one thin boundary cell and $n$ equal grain cells per axis.

The continuous energy gives bounds from $D_{\rm eff}=\min_w\langle D|e+\nabla w|^2\rangle$. Dropping the transverse derivative lowers the energy and leaves independent columns, each with its harmonic mean. Restricting $w$ to depend on the flow coordinate raises the minimum and gives slices in series. With $g=\delta/d$,
\begin{align}
D_{\rm eff}&\ge gD_b+\frac{1-g}{(1-g)/D_g+g/D_b},\\
D_{\rm eff}&\le\left[\frac g{D_b}+\frac{1-g}{(1-g)D_g+gD_b}\right]^{-1}.
\end{align}
Here $g=10^{-4}$ and $gD_b=3D_g$. The bounds are 4.0000 and 4.0003 in units of $10^{-14}$~m$^2$/s, so to good accuracy
\begin{equation}
D_{\rm eff}\approx D_g+\frac\delta dD_b=4.0\times10^{-14}\ \text{m}^2/\text{s}.
\label{gb}
\end{equation}
The harmonic scheme gives 4.000 for $n=4$, 8 and 16. One cell across the boundary is enough in this geometry.

The arithmetic scheme gives 5.33, 4.57 and 4.27, close to $4n/(n-1)$. The cause can be traced. A face between a boundary cell and a grain cell of width $h\approx d/n$ has $D_f\approx D_b/2$, area $h$ per unit depth and distance $h/2$, so $G\approx D_b$. The true conductance along the boundary between neighbouring cells is $D_b\delta/h$, smaller by the factor $\delta/h$, at most $1/625$ here. Grain cells on opposite sides of a crossing boundary are thus shorted together, and those beside a parallel boundary are shorted to it. The imposed potential drop over $d$ is shared by $n-1$ intervals instead of $n$, which raises the flux by $n/(n-1)$ in grains and boundaries alike.

The type A condition holds: $\sqrt{D_gt}=60$~$\mu$m, or $12d$. The effective diffusion length is $\sqrt{D_{\rm eff}t}=120$~$\mu$m. Incomplete equilibration can be sized by the slowest Bloch decay rate at $k=1/\sqrt{D_{\rm eff}t}$. It lies 0.02\% below $D_{\rm eff}k^2$ at 100~h and 1.8\% below at 1~h. These figures concern the slowest mode of the large profile. They do not bound local concentration differences between grain and boundary, and at 1~h $\sqrt{D_gt}$ is only $1.2d$.

For real copper the larger uncertainties lie elsewhere. Equiaxed grains, modelled as cubes, have two sets of walls parallel to the flow and give $1+2\times3=7.0$ in the same units. Grains of 5~$\mu$m may well grow during such a long, hot anneal, so the fixed grain size is the assumption most at risk; columnar grains twice as large, with $\delta$ and $D_b$ held fixed, give $1+3/2=2.5$. A furnace 10~K hotter, with rough activation energies of 2.1~eV for grains and 0.8~eV for boundaries, gives about 4.5. A change of $D_b$ common to all boundaries enters (\ref{gb}) linearly. Real boundaries also differ from one another, and where unequal segments follow each other along the flow, inserting their mean $D_b$ in (\ref{gb}) overestimates the result, because the slower segments limit the flux. The changes of grain shape and size tried here move the result by factors of 1.6 to 1.8, and further growth or another $D_b$ can move it more. The result is therefore a rough estimate, even though the cell problem itself is solved far more closely. The numerical output below lists most of the values used here.

\section*{Computed values}
\begin{verbatim}
LAMINATE, diffusivities in units of the fast layer
slow D = 0.001, slow fraction = 0.125
exact D_eff normal = 0.007944, parallel = 0.875125
grid-free decay rate/k^2 at kL = 0.02: 0.007944
N cells, slow cells, harmonic, arithmetic, arithmetic/exact
   8   1 0.007944 0.800320 100.740
  16   2 0.007944 0.015733 1.980
  32   4 0.007944 0.010558 1.329
  64   8 0.007944 0.009066 1.141
 128  16 0.007944 0.008468 1.066
 256  32 0.007944 0.008198 1.032
arithmetic order: sharp 1.05, smooth 2.00
interface inside a cell: N, centre-sampled/exact, cut-cell/exact
   9 1.1239 1.0000
  90 1.0225 1.0000
same cut cell (N = 9), parallel flux: 0.7788
CHECKERBOARD D = 1 and 4, exact 2.0000
N per side, harmonic, arithmetic
   8 1.8800 2.1630
  16 1.9450 2.0996
  32 1.9754 2.0578
  64 1.9891 2.0325
harmonic order, last doubling: 1.17
POLYCRYSTAL, rough values for copper self-diffusion
T = 1100 K, D_g = 1.0e-14 m2/s, D_b = 3.0e-10 m2/s
delta = 0.5 nm, d = 5.0 um, time = 100 h
D_b/D_g = 30000, delta/d = 1.0e-04, product = 3.000
grain cells n, harmonic, arithmetic D_eff (1e-14 m2/s)
   4 4.0000 5.3325
   8 4.0000 4.5709
  16 4.0000 4.2663
bounds: 4.00000 to 4.00030 (1e-14 m2/s)
sqrt(D_g t) = 60.0 um = 12.0 d
sqrt(D_eff t) = 120.0 um
NEGLECTED EFFECTS, D_eff in 1e-14 m2/s
cubic instead of columnar grains: 7.000
columnar grains grown to 2d: 2.500
10 K hotter (Q = 2.1 and 0.8 eV): 4.458
100 h: kd = 0.0417, rate/(D_eff k^2) - 1 = -0.018 %
1 h: kd = 0.4167, rate/(D_eff k^2) - 1 = -1.816 %
\end{verbatim}
